# Hartree–Fock self-interaction and augmentation charges in a one-electron ultrasoft atom: a program that tests the result

```python
"""Self-interaction of one electron in an ultrasoft model atom.

Result under test: with n_H = |phi|^2 + c^2 Q_H in the Hartree term and
n_F = |phi|^2 + c^2 Q_F in the Fock term, where c = <beta|phi>,
  R = E_H + E_x = c^2 (Q_H-Q_F | phi^2) + c^4 [(Q_H|Q_H)-(Q_F|Q_F)]/2.
R is zero for equal augmentation. For unequal augmentation it can vanish
by accident for one state, but not for all states.
(f|g) is the Coulomb integral. Atomic units inside, eV and angstrom printed.
Radial functions: u = sqrt(4 pi) r phi; charges are stored as 4 pi r^2 n(r).
The model is hydrogen 1s with a smooth orbital inside the radius r_c.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
r_c = 0.8 / BOHR
r_max = 16.0
energy_1s = -0.5

# Radial panels with Gauss-Legendre nodes and a spectral running integral
n_node = 60
x, w = leggauss(n_node)
edges = np.concatenate([[0.0], np.linspace(r_c, r_max, 9)])
half = np.diff(edges) / 2
r = ((edges[:-1] + half)[:, None] + half[:, None] * x).ravel()
weight = (half[:, None] * w).ravel()
leg = legvander(x, n_node)
lower = np.column_stack([-np.ones(n_node), leg[:, :n_node - 1]])
cumulative = 0.5 * (leg[:, 1:] - lower) @ (leg[:, :n_node] * w[:, None]).T
inside = r < r_c


def total(f):
    return float(np.dot(weight, f))


def running(f):
    panels = f.reshape(-1, n_node)
    sums = half * (panels @ w)
    start = np.concatenate([[0.0], np.cumsum(sums)[:-1]])
    return (start[:, None] + half[:, None] * (panels @ cumulative.T)).ravel()


def potential(charge):
    return running(charge) / r + total(charge / r) - running(charge / r)


def coulomb(f, g):
    return total(f * potential(g))


# Independent road to the self-energy: integral over wave vectors
k_node, k_weight = leggauss(400)
k = 30.0 * (k_node + 1)
k_weight = 30.0 * k_weight
bessel = np.sinc(np.outer(k, r) / np.pi) * weight


def fourier_self_energy(charge):
    return float(np.dot(k_weight, (bessel @ charge) ** 2) / np.pi)


def even_quartic(value, slope, curvature):
    """Coefficients of a + b r^2 + d r^4 matched at r_c."""
    rows = [[1, r_c**2, r_c**4], [0, 2 * r_c, 4 * r_c**3],
            [0, 2, 12 * r_c**2]]
    return np.linalg.solve(np.array(rows, float), [value, slope, curvature])


# Ultrasoft atom
edge = 2 * np.exp(-r_c)
a, b, d = even_quartic(edge, -edge, edge)
va, vb, vd = even_quartic(-1 / r_c, 1 / r_c**2, -2 / r_c**3)
phi = np.where(inside, a + b * r**2 + d * r**4, 2 * np.exp(-r))
v_loc = np.where(inside, va + vb * r**2 + vd * r**4, -1 / r)
u = r * phi
u_true = 2 * r * np.exp(-r)
chi = np.where(inside, r * ((energy_1s - v_loc) * phi
                            + 3 * b + 10 * d * r**2), 0.0)
B = total(u * chi)
beta = chi / B
Q = np.where(inside, u_true**2 - u**2, 0.0)
q = total(Q)
D = B + energy_1s * q
shape = np.array([a, b * r_c**2, d * r_c**4]) / edge
closed = [1 + 5 * r_c / 8 + r_c**2 / 8, -(r_c**2 + 3 * r_c) / 4,
          (r_c**2 + r_c) / 8]
assert np.allclose(shape, closed, atol=1e-11)
assert q > 0  # S is then positive

# Generalised diagonalization in a sine basis
n_basis = 80
wave = np.arange(1, n_basis + 1) * np.pi / r_max
basis = np.sqrt(2 / r_max) * np.sin(np.outer(wave, r))
proj = basis @ (weight * beta)
H = (np.diag(wave**2 / 2) + (basis * (weight * v_loc)) @ basis.T
     + D * np.outer(proj, proj))
S = np.eye(n_basis) + q * np.outer(proj, proj)
levels, vectors = eigh(H, S)
u_diag = vectors[:, 0] @ basis
c_diag = float(vectors[:, 0] @ proj)
n_diag = u_diag**2 + c_diag**2 * Q
assert abs(levels[0] - energy_1s) < 1e-5
assert abs(total(n_diag) - 1) < 1e-8
assert abs(fourier_self_energy(n_diag) - 5 / 16) < 1e-5
assert abs(c_diag**2 - 1) < 1e-4


def smooth_Q(m):
    form = r**2 * np.clip(1 - (r / r_c)**2, 0, None)**m
    return q * form / total(form)


def residue_parts(orbital, c, Q_F):
    cross = c**2 * coulomb(Q - Q_F, orbital**2)
    own = c**4 * (coulomb(Q, Q) - coulomb(Q_F, Q_F)) / 2
    return cross, own


def residue_direct(orbital, c, Q_F):
    return (fourier_self_energy(orbital**2 + c**2 * Q)
            - fourier_self_energy(orbital**2 + c**2 * Q_F))


# Residues of the ground state, eigenvalue slopes, energy derivatives
none = np.zeros_like(r)
Q_2 = smooth_Q(2)
eta = r * np.exp(-r**2)
c_eta = total(beta * eta)
parts, slopes = {}, {}
for name, Q_F in (("bare", none), ("smooth", Q_2)):
    parts[name] = residue_parts(u, 1.0, Q_F)
    R = sum(parts[name])
    assert abs(R - residue_direct(u, 1.0, Q_F)) < 1e-7
    v_H, v_F = potential(u**2 + Q), potential(u**2 + Q_F)
    strength = total(v_H * Q) - total(v_F * Q_F)
    W = ((basis * (weight * (v_H - v_F))) @ basis.T
         + strength * np.outer(proj, proj))
    lam = 1e-3
    up = eigh(H + lam * W, S, eigvals_only=True)[0]
    down = eigh(H - lam * W, S, eigvals_only=True)[0]
    slopes[name] = (up - down) / (2 * lam)
    assert abs(slopes[name] - 2 * R) < 1e-5
    step = 1e-3
    change = (residue_direct(u + step * eta, 1 + step * c_eta, Q_F)
              - residue_direct(u - step * eta, 1 - step * c_eta, Q_F))
    W_u = (v_H - v_F) * u + strength * beta
    assert abs(change / (2 * step) - 2 * total(eta * W_u)) < 1e-5
R_bare, R_smooth = sum(parts["bare"]), sum(parts["smooth"])
assert R_bare > R_smooth > 1e-6

# Range of the potential mismatch
outside = ~inside
v_full = potential(u**2 + Q)
assert np.max(np.abs(v_full - potential(u**2 + Q_2))[outside]) < 1e-9
tail = (v_full - potential(u**2))[outside] * r[outside]
assert np.max(np.abs(tail - q)) < 1e-9

# Accidental cancellation for one state with different densities
m_zero = brentq(lambda m: sum(residue_parts(u, 1.0, smooth_Q(m))), 2, 20)
Q_zero = smooth_Q(m_zero)
R_zero = residue_direct(u, 1.0, Q_zero)
density_gap = total(np.abs(Q - Q_zero))
v_gap_origin = total((Q - Q_zero) / r)
assert abs(R_zero) < 1e-7 and density_gap > 1e-3

# Explicit Coulomb and exchange contractions in a Gaussian basis
widths = np.array([0.3, 0.5, 0.8]) / BOHR
gauss = np.array([r * np.exp(-r**2 / (2 * s**2)) for s in widths])
gauss /= np.sqrt((gauss**2) @ weight)[:, None]
c_gauss = gauss @ (weight * beta)
overlap = (gauss * weight) @ gauss.T + q * np.outer(c_gauss, c_gauss)
X = np.linalg.inv(np.linalg.cholesky(overlap)).T


def integrals(aug):
    rho = [gauss[i] * gauss[j] + c_gauss[i] * c_gauss[j] * aug
           for i in range(3) for j in range(3)]
    pots = np.array([potential(p) for p in rho])
    return ((np.array(rho) * weight) @ pots.T).reshape(3, 3, 3, 3)


def hartree(P, eri):
    return 0.5 * np.einsum("ab,cd,abcd", P, P, eri)


def fock(P, eri):
    return -0.5 * np.einsum("ad,bc,abcd", P, P, eri)


eri_full, eri_smooth = integrals(Q), integrals(Q_2)
rng = np.random.default_rng(4)
for _ in range(4):
    y = rng.normal(size=3)
    coef = X @ (y / np.linalg.norm(y))
    P = np.outer(coef, coef)
    orbital, c = coef @ gauss, float(coef @ c_gauss)
    assert abs(hartree(P, eri_full) + fock(P, eri_full)) < 1e-9
    mixed_terms = hartree(P, eri_full) + fock(P, eri_smooth)
    assert abs(mixed_terms - residue_direct(orbital, c, Q_2)) < 1e-7
    assert abs(mixed_terms - sum(residue_parts(orbital, c, Q_2))) < 1e-8
P_half = (np.outer(X[:, 0], X[:, 0]) + np.outer(X[:, 1], X[:, 1])) / 2
R_half = hartree(P_half, eri_full) + fock(P_half, eri_full)
o1, o2 = X[:, 0] @ gauss, X[:, 1] @ gauss
c1, c2 = float(X[:, 0] @ c_gauss), float(X[:, 1] @ c_gauss)
rho_12 = o1 * o2 + c1 * c2 * Q
pair = (coulomb(o1**2 + c1**2 * Q, o2**2 + c2**2 * Q)
        - coulomb(rho_12, rho_12)) / 4
assert abs(R_half - pair) < 1e-9 and R_half > 1e-4

# The accidental zero does not carry over to another normalised state
R_trial = residue_direct(o1, c1, Q_zero)
assert abs(R_trial - sum(residue_parts(o1, c1, Q_zero))) < 1e-8
assert abs(R_trial) > 1e-7

E_full = coulomb(u**2 + Q, u**2 + Q) / 2
E_bare = coulomb(u**2, u**2) / 2
E_smooth = coulomb(u**2 + Q_2, u**2 + Q_2) / 2
assert abs(E_full - 5 / 16) < 1e-9


def show(label, value, unit="eV", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("augmentation radius r_c", r_c * BOHR, "angstrom", 3)
show("r_c in atomic units", r_c, "bohr", 5)
for power, value in zip((0, 2, 4), shape):
    show(f"phi/phi(r_c), coefficient of (r/r_c)^{power}", value, "(no unit)")
show("phi(0)/psi(0)", a / 2, "(no unit)")
show("smooth charge <phi|phi>", total(u**2), "electrons", 6)
show("augmentation charge q", q, "electrons", 6)
show("B = <phi|chi>", B * HARTREE)
show("D = B + energy*q", D * HARTREE)
show("lowest level by diagonalization", levels[0] * HARTREE)
show("exact 1s level of the model", energy_1s * HARTREE)
show("Hartree energy, full Q", E_full * HARTREE)
show("Fock energy, full Q", -E_full * HARTREE)
show("Fock energy, no augmentation", -E_bare * HARTREE)
show("Fock energy, smooth Q with m=2", -E_smooth * HARTREE)
show("no augmentation: cross term", parts["bare"][0] * HARTREE)
show("no augmentation: Q self term", parts["bare"][1] * HARTREE)
show("no augmentation: residue R", R_bare * HARTREE)
show("no augmentation: residue R", R_bare, "hartree", 7)
show("no augmentation: eigenvalue slope", slopes["bare"] * HARTREE)
show("smooth Q, m=2: cross term", parts["smooth"][0] * HARTREE)
show("smooth Q, m=2: Q self term", parts["smooth"][1] * HARTREE)
show("smooth Q, m=2: residue R", R_smooth * HARTREE)
show("smooth Q, m=2: residue R", R_smooth, "hartree", 7)
show("smooth Q, m=2: eigenvalue slope", slopes["smooth"] * HARTREE)
show("exponent m of accidental zero", m_zero, "(no unit)", 4)
show("integral of |Q - Q_m| at that m", density_gap, "electrons", 6)
show("v_H - v_F at the nucleus, that m", v_gap_origin * HARTREE)
print(f"ground-state |R| at that m is below 1e-5 eV: "
      f"{abs(R_zero * HARTREE) < 1e-5}")
show("Gaussian trial width s, exp(-r^2/2s^2)", widths[0] * BOHR,
     "angstrom", 2)
show("Gaussian trial: c^2", c1**2, "(no unit)")
print(f"Gaussian trial: R at that m: {R_trial * HARTREE:.4e} eV")
show("second Gaussian width in the mixture", widths[1] * BOHR,
     "angstrom", 2)
show("half-half same-spin mixture, full Q: E_H+E_x", R_half * HARTREE)
print("all tests passed")
```

Running it gives:

```
augmentation radius r_c: 0.800 angstrom
r_c in atomic units: 1.51178 bohr
phi/phi(r_c), coefficient of (r/r_c)^0: 2.23055 (no unit)
phi/phi(r_c), coefficient of (r/r_c)^2: -1.70521 (no unit)
phi/phi(r_c), coefficient of (r/r_c)^4: 0.47466 (no unit)
phi(0)/psi(0): 0.49187 (no unit)
smooth charge <phi|phi>: 0.885377 electrons
augmentation charge q: 0.114623 electrons
B = <phi|chi>: -4.26812 eV
D = B + energy*q: -5.82764 eV
lowest level by diagonalization: -13.60569 eV
exact 1s level of the model: -13.60569 eV
Hartree energy, full Q: 8.50356 eV
Fock energy, full Q: -8.50356 eV
Fock energy, no augmentation: -6.08800 eV
Fock energy, smooth Q with m=2: -8.30012 eV
no augmentation: cross term: 2.14717 eV
no augmentation: Q self term: 0.26839 eV
no augmentation: residue R: 2.41556 eV
no augmentation: residue R: 0.0887701 hartree
no augmentation: eigenvalue slope: 4.83111 eV
smooth Q, m=2: cross term: 0.12799 eV
smooth Q, m=2: Q self term: 0.07545 eV
smooth Q, m=2: residue R: 0.20344 eV
smooth Q, m=2: residue R: 0.0074762 hartree
smooth Q, m=2: eigenvalue slope: 0.40688 eV
exponent m of accidental zero: 5.7889 (no unit)
integral of |Q - Q_m| at that m: 0.016788 electrons
v_H - v_F at the nucleus, that m: 0.44960 eV
ground-state |R| at that m is below 1e-5 eV: True
Gaussian trial width s, exp(-r^2/2s^2): 0.30 angstrom
Gaussian trial: c^2: 1.39025 (no unit)
Gaussian trial: R at that m: 2.4272e-02 eV
second Gaussian width in the mixture: 0.50 angstrom
half-half same-spin mixture, full Q: E_H+E_x: 5.33847 eV
all tests passed
```
